# Interconnect Capacitance by Floating Random Walks: Harmonic Kernels and Statistical Error: a numerical check

```python
# Result under test: floating random walks with exact harmonic kernels on squares
# give the capacitances C_2j (per unit length) of the central wire of a layered
# 2D interconnect, and the rms error of an N-walk mean is sigma/sqrt(N).
# Conductors: 0 grounded box, 1 left wire, 2 central wire, 3 right wire.
# Q_i = sum_j C_ij V_j. Lengths in nm, capacitances in aF/um.
# d: distance of the Gaussian surface from the central wire; h: square half-width;
# K: complete elliptic integral with parameter m = 1/2.
import numpy as np
from scipy import constants, sparse
from scipy.integrate import quad
from scipy.sparse.linalg import spsolve
from scipy.special import ellipk, ellipkinc, ellipj

EPS0 = constants.epsilon_0 * 1e12          # F/m -> aF/um
EPS_LOW, EPS_UP = 2.5, 4.0
WIDTH, HEIGHT, Y_INT = 320.0, 240.0, 200.0
WIRES = [(50., 90., 80., 160.), (130., 170., 80., 160.), (220., 260., 80., 160.)]
TOL = 1e-7
K = ellipk(0.5)
P_UP = EPS_UP / (EPS_UP + EPS_LOW)
NAMES = ["box", "left wire", "self", "right wire"]


def square_exit(angle):
    """Exit point on the square of half-width 1 for a uniform disk angle."""
    side = np.floor((angle + np.pi / 4) / (np.pi / 2))
    local = angle - side * np.pi / 2
    arg = np.clip(np.sqrt(2) * np.sin(local), -1, 1)
    s = ellipkinc(np.arcsin(arg), 0.5) / K
    c, q = np.round(np.cos(side * np.pi / 2)), np.round(np.sin(side * np.pi / 2))
    return c - s * q, q + s * c


def nearest(x, y):
    """Maximum-norm distance to the nearest conductor, and its label."""
    best = np.minimum(np.minimum(x, WIDTH - x), np.minimum(y, HEIGHT - y))
    who = np.zeros(x.size, dtype=int)
    for m, (x1, x2, y1, y2) in enumerate(WIRES, 1):
        dist = np.maximum(np.maximum(x1 - x, x - x2), np.maximum(y1 - y, y - y2))
        closer = dist < best
        best = np.where(closer, dist, best)
        who[closer] = m
    return best, who


def run_walks(count, d, rng):
    """Weights (aF/um), end labels, mean number of squares, surface length."""
    x1, x2, y1, y2 = WIRES[1]
    x1, x2, y1, y2 = x1 - d, x2 + d, y1 - d, y2 + d
    lx, ly = x2 - x1, y2 - y1
    length = 2 * (lx + ly)
    begins = np.array([0, lx, lx + ly, 2 * lx + ly])
    corners = np.array([[x1, y1], [x2, y1], [x2, y2], [x1, y2]])
    tangent = np.array([[1., 0.], [0., 1.], [-1., 0.], [0., -1.]])
    normal = np.array([[0., -1.], [1., 0.], [0., 1.], [-1., 0.]])
    u = rng.random(count) * length
    side = np.searchsorted(begins, u, side="right") - 1
    start = corners[side] + (u - begins[side])[:, None] * tangent[side]
    x, y = start[:, 0], start[:, 1]
    h = np.minimum(nearest(x, y)[0], np.abs(y - Y_INT))
    angle = 2 * np.pi * rng.random(count)
    flux = normal[side, 0] * np.cos(angle) + normal[side, 1] * np.sin(angle)
    weight = -EPS0 * EPS_LOW * length * K / h * flux
    ox, oy = square_exit(angle)
    x, y = x + h * ox, y + h * oy
    end = np.full(count, -1)
    ids = np.arange(count)
    squares = count
    while ids.size:
        dist, who = nearest(x, y)
        hit = dist < TOL
        end[ids[hit]] = who[hit]
        go = ~hit
        ids, x, y, dist = ids[go], x[go], y[go], dist[go]
        gap = np.abs(y - Y_INT)
        on = gap < TOL
        y = np.where(on, Y_INT, y)
        h = np.where(on, dist, np.minimum(dist, gap))
        ox, oy = square_exit(2 * np.pi * rng.random(ids.size))
        sign = np.where(rng.random(ids.size) < P_UP, 1.0, -1.0)
        oy = np.where(on, sign * np.abs(oy), oy)
        x, y = x + h * ox, y + h * oy
        squares += ids.size
    return weight, end, squares / count, length


def grid_capacitance(step):
    """Finite-volume charges on all conductors with the central wire at 1 V."""
    nx, ny = round(WIDTH / step), round(HEIGHT / step)
    X, Y = np.meshgrid(np.arange(nx + 1) * step, np.arange(ny + 1) * step,
                       indexing="ij")
    label = np.full(X.shape, -1)
    label[0, :] = label[-1, :] = label[:, 0] = label[:, -1] = 0
    for m, (x1, x2, y1, y2) in enumerate(WIRES, 1):
        label[(X >= x1) & (X <= x2) & (Y >= y1) & (Y <= y2)] = m
    row = np.where((np.arange(ny) + 0.5) * step < Y_INT, EPS_LOW, EPS_UP)
    padded = np.concatenate([row[:1], row, row[-1:]])
    level = 0.5 * (padded[1:] + padded[:-1])
    idx = np.arange(X.size).reshape(X.shape)
    a = np.concatenate([idx[:, :-1].ravel(), idx[:-1, :].ravel()])
    b = np.concatenate([idx[:, 1:].ravel(), idx[1:, :].ravel()])
    g = np.concatenate([np.tile(row, nx + 1), np.tile(level, nx)])
    lap = sparse.coo_matrix(
        (np.concatenate([g, g, -g, -g]),
         (np.concatenate([a, b, a, b]), np.concatenate([a, b, b, a]))),
        shape=(X.size, X.size)).tocsr()
    label = label.ravel()
    phi = (label == 2).astype(float)
    free = np.flatnonzero(label == -1)
    rhs = -(lap @ phi)[free]
    phi[free] = spsolve(lap[free][:, free].tocsc(), rhs)
    charge = EPS0 * (lap @ phi)
    return np.array([charge[label == m].sum() for m in range(4)])


def angle_mean(func):
    """Mean over a uniform angle, split where the integrand is not smooth."""
    edges = np.arange(-1, 8) * np.pi / 4
    return sum(quad(func, p, q, epsabs=1e-11, epsrel=1e-10, limit=200)[0]
               for p, q in zip(edges[:-1], edges[1:])) / (2 * np.pi)


# --- kernels against known harmonic functions and a Fourier series ---
half, k = 1.3, 0.7


def plain(t):
    ox, oy = square_exit(t)
    return np.exp(k * half * ox) * np.cos(k * half * oy + 0.4)


mean_value = angle_mean(plain)
grad_x = K / half * angle_mean(lambda t: np.cos(t) * plain(t))
grad_y = K / half * angle_mean(lambda t: np.sin(t) * plain(t))
assert abs(mean_value - np.cos(0.4)) < 1e-7
assert abs(grad_x - k * np.cos(0.4)) < 1e-7
assert abs(grad_y + k * np.sin(0.4)) < 1e-7

sn_half = ellipj(K / 2, 0.5)[0]
prob_kernel = np.arcsin(sn_half / np.sqrt(2)) / np.pi
n = np.arange(1, 60, 2)
coef = 2 / (n * np.pi) * (np.cos(n * np.pi / 4) - np.cos(3 * n * np.pi / 4))
prob_series = np.sum(coef * np.sin(n * np.pi / 2) / (2 * np.cosh(n * np.pi / 2)))
assert abs(prob_kernel - prob_series) < 1e-10


def layered(t, p_up):
    ox, oy = square_exit(t)
    eps, p = (EPS_UP, p_up) if oy > 0 else (EPS_LOW, 1 - p_up)
    ky = k * half * oy
    return 2 * p * np.exp(k * half * ox) * (np.cos(ky) + 2 / eps * np.sin(ky))


layer_right = angle_mean(lambda t: layered(t, P_UP))
layer_equal = angle_mean(lambda t: layered(t, 0.5))
assert abs(layer_right - 1) < 1e-7
assert abs(layer_equal - 1) > 0.01

# --- deterministic reference ---
steps = [10.0, 5.0, 2.5, 1.25]
grid = np.array([grid_capacitance(s) for s in steps])
ratio = 2 ** (4 / 3)
extrap = (ratio * grid[1:] - grid[:-1]) / (ratio - 1)
ref = extrap[-1]
ref_change = np.max(np.abs(extrap[-1] - extrap[-2]))
order = np.log2((grid[1, 2] - grid[2, 2]) / (grid[2, 2] - grid[3, 2]))
assert 1.2 < order < 1.6
assert ref_change < 2e-3 * ref[2]
assert abs(ref.sum()) < 1e-6 * ref[2]

# --- random walks ---
rng = np.random.default_rng(20240)
TOTAL, D_MAIN = 409600, 20.0
weight, end, mean_squares, length = run_walks(TOTAL, D_MAIN, rng)
samples = np.array([weight * (end == j) for j in range(4)])
direct_self = samples[2].copy()
samples[2] = -weight * (end != 2)          # complement form of the self term
est = samples.mean(axis=1)
sigma = samples.std(axis=1, ddof=1)
se = sigma / np.sqrt(TOTAL)
assert np.all(np.abs(est - ref) < 4 * se + ref_change)
direct_se = direct_self.std(ddof=1) / np.sqrt(TOTAL)
assert abs(direct_self.mean() - ref[2]) < 4 * direct_se + ref_change
weight_se = weight.std(ddof=1) / np.sqrt(TOTAL)
assert abs(weight.mean()) < 4 * weight_se

# --- error of separate batches, measured against the deterministic reference ---
sizes = np.array([100, 400, 1600, 6400])
rms = []
for size in sizes:
    means = samples[2].reshape(-1, size).mean(axis=1)
    rms.append(np.sqrt(np.mean((means - ref[2]) ** 2)))
rms = np.array(rms)
slope = np.polyfit(np.log(sizes), np.log(rms), 1, w=np.sqrt(TOTAL / sizes))[0]
assert abs(slope + 0.5) < 0.06
blocks = samples[2].reshape(-1, 1600)
block_se = blocks.std(axis=1, ddof=1) / np.sqrt(1600)
coverage = np.mean(np.abs(blocks.mean(axis=1) - ref[2]) < 1.96 * block_se)
assert abs(coverage - 0.95) < 0.05

# --- Gaussian surfaces close to the wire ---
near = []
for d in (5.0, 1.25):
    w, e, _, surface = run_walks(80000, d, rng)
    pair = []
    for sample in (w * (e == 2), -w * (e != 2)):
        spread = sample.std(ddof=1)
        assert abs(sample.mean() - ref[2]) < 4 * spread / np.sqrt(w.size) + ref_change
        pair += [sample.mean(), spread]
    near.append((d, surface, *pair))
scale = np.log(near[1][0] / near[0][0])
exp_direct = np.log(near[1][3] / near[1][1] * near[0][1] / near[0][3]) / scale
exp_compl = np.log(near[1][5] / near[1][1] * near[0][1] / near[0][5]) / scale
assert abs(exp_direct + 1) < 0.15
assert abs(exp_compl + 0.5) < 0.12

# --- report ---
print(f"relative permittivity, lower / upper layer: {EPS_LOW} / {EPS_UP}")
print(f"box {WIDTH:.0f} x {HEIGHT:.0f} nm, interface height {Y_INT:.0f} nm")
for name, wire in zip(("left", "central", "right"), WIRES):
    print(f"{name} wire x1,x2,y1,y2 (nm):", *[f"{v:.0f}" for v in wire])
print(f"K(m=1/2) = {K:.6f}")
print(f"mean value: kernel {mean_value:.8f}, true {np.cos(0.4):.8f}")
print(f"x-gradient: kernel {grad_x:.8f}, true {k*np.cos(0.4):.8f}")
print(f"y-gradient: kernel {grad_y:.8f}, true {-k*np.sin(0.4):.8f}")
print(f"P(exit in middle half of one side): map {prob_kernel:.8f}, "
      f"series {prob_series:.8f}")
print(f"upper-half probability on interface: {P_UP:.6f}")
print(f"layered test (true 1): right rule {layer_right:.8f}, "
      f"equal halves {layer_equal:.6f}")
for s, row in zip(steps, grid):
    print(f"grid step {s:5.2f} nm: self capacitance {row[2]:.4f} aF/um")
print(f"observed grid order: {order:.3f}")
print(f"largest change of extrapolated values: {ref_change:.4f} aF/um")
print(f"walks {TOTAL}, surface distance {D_MAIN:.0f} nm, length {length:.0f} nm")
print(f"mean squares per walk: {mean_squares:.2f}")
print(f"weight bound: {EPS0*EPS_LOW*length*K/D_MAIN:.2f} aF/um")
print(f"mean weight {weight.mean():.3f} +- {weight_se:.3f} aF/um")
for j in range(4):
    print(f"C to {NAMES[j]}: walk {est[j]:.3f} +- {se[j]:.3f}, "
          f"grid {ref[j]:.3f} aF/um; end fraction {np.mean(end == j):.4f}")
print(f"self, direct form: {direct_self.mean():.3f} +- {direct_se:.3f} aF/um")
print(f"sigma of one walk, self complement form: {sigma[2]:.2f} aF/um")
for size, r in zip(sizes, rms):
    print(f"N={size}: batches {TOTAL//size}, rms error {r:.3f}, "
          f"sigma/sqrt(N) {sigma[2]/np.sqrt(size):.3f} aF/um")
print(f"fitted slope of log error against log N: {slope:.4f}")
print(f"coverage of 95% intervals at N=1600: {coverage:.4f}")
print(f"walks for 1% standard error of self: {(sigma[2]/(0.01*est[2]))**2:.0f}")
for d, surface, m1, s1, m2, s2 in near:
    print(f"d={d} nm, L={surface:.0f} nm: direct mean {m1:.2f}, sigma {s1:.1f}; "
          f"complement mean {m2:.2f}, sigma {s2:.1f} aF/um")
print(f"exponent of sigma/L in d: direct {exp_direct:.3f}, "
      f"complement {exp_compl:.3f}")
print("every check passed")
```

Running it gives:

```
relative permittivity, lower / upper layer: 2.5 / 4.0
box 320 x 240 nm, interface height 200 nm
left wire x1,x2,y1,y2 (nm): 50 90 80 160
central wire x1,x2,y1,y2 (nm): 130 170 80 160
right wire x1,x2,y1,y2 (nm): 220 260 80 160
K(m=1/2) = 1.854075
mean value: kernel 0.92106099, true 0.92106099
x-gradient: kernel 0.64474270, true 0.64474270
y-gradient: kernel -0.27259284, true -0.27259284
P(exit in middle half of one side): map 0.18202833, series 0.18202833
upper-half probability on interface: 0.615385
layered test (true 1): right rule 1.00000000, equal halves 0.903181
grid step 10.00 nm: self capacitance 155.1164 aF/um
grid step  5.00 nm: self capacitance 152.6247 aF/um
grid step  2.50 nm: self capacitance 151.6562 aF/um
grid step  1.25 nm: self capacitance 151.2758 aF/um
observed grid order: 1.348
largest change of extrapolated values: 0.0065 aF/um
walks 409600, surface distance 20 nm, length 400 nm
mean squares per walk: 6.09
weight bound: 820.82 aF/um
mean weight -0.228 +- 0.907 aF/um
C to box: walk -50.793 +- 0.378, grid -50.672 aF/um; end fraction 0.1959
C to left wire: walk -56.641 +- 0.366, grid -56.020 aF/um; end fraction 0.1739
C to self: walk 151.488 +- 0.587, grid 151.025 aF/um; end fraction 0.4932
C to right wire: walk -44.054 +- 0.325, grid -44.333 aF/um; end fraction 0.1370
self, direct form: 151.260 +- 0.604 aF/um
sigma of one walk, self complement form: 375.82 aF/um
N=100: batches 4096, rms error 37.318, sigma/sqrt(N) 37.582 aF/um
N=400: batches 1024, rms error 18.011, sigma/sqrt(N) 18.791 aF/um
N=1600: batches 256, rms error 9.336, sigma/sqrt(N) 9.395 aF/um
N=6400: batches 64, rms error 4.062, sigma/sqrt(N) 4.698 aF/um
fitted slope of log error against log N: -0.5168
coverage of 95% intervals at N=1600: 0.9375
walks for 1% standard error of self: 61545
d=5.0 nm, L=280 nm: direct mean 146.91, sigma 1501.5; complement mean 152.14, sigma 598.3 aF/um
d=1.25 nm, L=250 nm: direct mean 162.87, sigma 5700.5; complement mean 144.98, sigma 1075.0 aF/um
exponent of sigma/L in d: direct -1.044, complement -0.504
every check passed
```
